# Uphill adatom current from a step-edge barrier and epitaxial mound formation

## What fails without the barrier

Suppose a growth model lets an adatom leave a terrace over its descending edge as easily as it joins the ascending step. Random walks then carry no net material up or down the surface. The model has no mechanism that amplifies a small hill. For growth on a nearly flat surface it therefore predicts a smoother film than a model whose atoms are held back at descending edges, and an estimate of roughness against thickness based on it misses mound formation.

The missing ingredient studied here is an extra energy $E$ for crossing a descending edge, the Ehrlich–Schwoebel barrier. Real films can also have other sources of uphill current, such as diffusion along step edges with barriers at kinks or attraction of adatoms to ascending steps; these are left out. It creates an uphill current. That is only half of the explanation, however: an uphill current can also stabilise a surface. For height variations across the steps, growth requires the current to increase with slope, and this happens near the flat orientation, not on a regular staircase.

The treatment is one-dimensional, across straight steps. Undulations along the steps appear only in one remark in Contribution 4. Lengths are in sites of spacing $a$, heights in layers, and adatom density $n$ in atoms per site. The flux $F$ is in layers per second and the diffusion coefficient $D$ in sites² per second. Attachment to steps is irreversible unless stated otherwise.

The example has $a=0.25$ nm, layer height 0.20 nm, $T=300$ K, $E=0.10$ eV, $F=0.01$ layers/s and terraces of width $L=20$ sites, or 5 nm. The hop rate follows from a diffusion barrier of 0.30 eV and an attempt rate of $10^{13}$ s⁻¹ shared among four directions, which gives $D=2.28\times10^7$ sites²/s.

## Contribution 1: the edge as a resistance

An adatom hops in each direction at rate $D$ (one site is the unit of length). With an equal prefactor, the hop over a descending edge has rate $De^{-E/kT}$.

Let a steady flux $j$ flow toward the edge. Across an ordinary link, $j=D(n_i-n_{i+1})$, so the density drops by $j/D$. Beyond the edge the atom is captured at the foot of the step, where the density is zero. Hence

$$j=De^{-E/kT}n_{\rm edge},\qquad n_{\rm edge}=\frac{j}{D}e^{E/kT}.$$

An ordinary last link would account for a drop $j/D$. The rest is the density that the continuum description must retain at the boundary:

$$n(L)=\frac{j}{D}\left(e^{E/kT}-1\right)=\frac{jB}{D},\qquad B=e^{E/kT}-1 .$$

The barrier acts like an extra length $B$ of terrace. Here $e^{-E/kT}=0.0209$ and $B=46.85$ sites, or 11.7 nm, more than twice the terrace width. The crossing is therefore strongly hindered but not closed.

## Contribution 2: unequal capture by the two steps

Let $x$ run downhill from the ascending step at $x=0$ to the descending edge at $x=L$. Steps move little while an adatom diffuses if $FL^2/D\ll1$; here this ratio is $1.8\times10^{-7}$. The density is then stationary:

$$Dn''+F=0,\qquad n(0)=0,\qquad -Dn'(L)=\frac{D}{B}n(L).$$

Integrating twice and using $n(0)=0$ gives $n=cx-Fx^2/(2D)$. The edge condition becomes

$$FL-Dc=\frac{D}{B}\left(cL-\frac{FL^2}{2D}\right).$$

Multiply by $B$ and collect the terms in $c$:

$$Dc(L+B)=FL\left(B+\frac L2\right),\qquad c=\frac{FL}{D}P,\qquad P=\frac{L+2B}{2(L+B)} .$$

The flux into the ascending step is $Dn'(0)=Dc=PFL$. Since $FL$ is the total supply to the terrace, $P$ is the fraction captured by the ascending step. The rest, $1-P=L/[2(L+B)]$, descends.

For the example,

$$P=\frac{20+93.70}{2(66.85)}=0.850 .$$

About 85% of the atoms join the upper layer's edge and 15% go down. The density has its maximum where $n'=0$, at $x=PL=4.25$ nm. The flux is uphill on the near side of this point and downhill in the last 0.75 nm.

## Contribution 3: the net current

The local downhill flux is $-Dn'$. Reversing its sign and averaging over the terrace gives the uphill current:

$$J=\frac1L\int_0^L Dn'\,dx=\frac{D[n(L)-n(0)]}{L}.$$

From the density profile, $n(L)=(FL^2/D)(P-\tfrac12)$, and

$$P-\frac12=\frac{L+2B-(L+B)}{2(L+B)}=\frac{B}{2(L+B)} .$$

Therefore

$$\boxed{J=\frac{FL}{2}\,\frac{B}{L+B}}$$

The same result follows by following atoms. The mean landing position is $L/2$ from the ascending step, and the mean final position is $(1-P)L$. The mean uphill displacement is thus $(P-\tfrac12)L$, and multiplication by $F$ gives $J$.

If both steps also maintain the same equilibrium density $n_{\rm eq}$, the solution becomes $n+n_{\rm eq}$. The difference $n(L)-n(0)$ is unchanged, so this exchange adds no current.

Two limits show what controls the size. For $B\ll L$, $J\to FB/2$: the barrier length sets the current, and the terrace width drops out. For $B\gg L$, $J\to FL/2$: nearly every atom goes uphill, and a higher barrier adds little. In the example,

$$\frac JF=\frac{20\times46.85}{2\times66.85}=7.01\ \text{sites}=1.75\ \text{nm}.$$

With temperature and terrace width held fixed, $E=0$, 0.05, 0.10 and 0.20 eV give 0, 0.57, 1.75 and 2.48 nm. The last value is close to the ceiling $L/2=2.5$ nm.

### The correction for discrete sites

Atoms land with equal probability on columns $i=0,\ldots,L-1$, where column 0 lies at the foot of the ascending step. Let $u_i$ be the probability of eventual descent. In the interior $u_i$ is the average of its neighbours, and $u_0=0$, so $u_i=\alpha i$. At the last column, with $s=e^{-E/kT}$,

$$(1+s)\alpha(L-1)=\alpha(L-2)+s .$$

This gives $\alpha[1+s(L-1)]=s$, or $\alpha=1/(L-1+1/s)=1/(L+B)$. The mean landing position is $(L-1)/2$, so the descending fraction is $(L-1)/[2(L+B)]$ and

$$\frac{J_{\rm lat}}F=\frac{L-1}{2}-L\,\frac{L-1}{2(L+B)}=\frac{(L-1)B}{2(L+B)} .$$

The example gives 6.66 sites, 5% below the continuum value. The relative reduction is $1/L$, so it matters on narrow terraces.

## Contribution 4: how the current responds to slope

Now let $X$ be a fixed coordinate along the surface, $h(X,t)$ the coarse-grained height and $m=\partial h/\partial X$. Count $J$ as positive along $+X$, so that an uphill current has the sign of $m$. Conservation of atoms gives

$$\frac{\partial h}{\partial t}=F-\frac{\partial J}{\partial X}.$$

Write $h=m_0X+Ft+\eta$ with $\eta$ small. To first order, $J=J(m_0)+J'(m_0)\,\partial\eta/\partial X$, so

$$\frac{\partial\eta}{\partial t}=-J'(m_0)\frac{\partial^2\eta}{\partial X^2}.$$

A mode $\eta\propto e^{iqX+\sigma t}$ has $\sigma=J'(m_0)q^2$. For modes across the steps, the derivative of the current, not its sign, decides stability.

### A regular staircase is stabilised

For a regular staircase with $m>0$, $L=1/m$. Substitution gives

$$J=\frac{FB}{2(1+Bm)},\qquad J'=-\frac{FB^2}{2(1+Bm)^2}=-\frac F2\left(\frac{LB}{L+B}\right)^2<0 .$$

Steeper regions have narrower terraces and carry less current, so slope modulations decay. The motion of individual steps shows why. Number steps and terraces downhill, with terrace $i$ between steps $i$ and $i+1$. Step $i$ receives the fraction $P$ from terrace $i$ at its foot and the fraction $1-P$ from terrace $i-1$ above it. Define

$$g(L)=\frac{LB}{L+B},\qquad U=PL=\frac{L+g}{2},\qquad W=(1-P)L=\frac{L-g}{2}.$$

Subtracting the velocities of neighbouring steps gives

$$\dot L_i=F\,[U(L_{i+1})+W(L_i)-U(L_i)-W(L_{i-1})].$$

For a small width modulation $\propto e^{i\varphi j+\lambda t}$, with $j$ the terrace number,

$$\lambda=F\,[U'(e^{i\varphi}-1)+W'(1-e^{-i\varphi})].$$

Its real part is $F(U'-W')(\cos\varphi-1)=-Fg'(1-\cos\varphi)$, with $g'=B^2/(L+B)^2>0$. A wide terrace feeds its upper step strongly, that step advances downhill across it, and the terrace shrinks. For small $\varphi=qL$, $1-\cos\varphi\approx q^2L^2/2$, which reproduces $J'q^2$.

In the example $J'/F=-98$ sites². A modulation over 40 terraces has $q=2\pi/800$ per site, so the long-wave decay rate is 0.00606 per layer. Direct integration of the step equations gives 0.00605 per layer. On this orientation the uphill current damps modulations across the steps. Along the steps it does the opposite. Shift all steps downhill by a slowly varying $\zeta(y)$, with $y$ along the steps. The density becomes $n(x-\zeta)$, and the flux along $y$ summed over a terrace is $D[n(L)-n(0)]\,\zeta'=JL\zeta'$. Hence $\partial\zeta/\partial t$ gains $-JL\zeta''$, a growth rate $JLq^2$ with $JL/F=140$ sites² in the example, opposed only by step stiffness. Here the sign of the current matters, and a real staircase can roughen by step meandering.

### A nearly flat surface is destabilised

Mirror symmetry requires $J(-m)=-J(m)$, hence $J(0)=0$ for the average current. If the current is uphill on both sides of $m=0$, it must rise through zero there.

The size of the rise follows if nucleation keeps steps at a common spacing $S$. Take $N$ terraces on a ring, with a net height offset allowed at closure. Let $N_u$ and $N_d$ be the numbers of up-steps and down-steps met along $+X$. Classify terraces by their left and right steps. Counting by left steps,

$$N_u-N_d=N_{uu}+N_{ud}-N_{dd}-N_{du}.$$

Around a ring, changes from up to down are as numerous as changes back, so $N_{ud}=N_{du}$ and $N_u-N_d=N_{uu}-N_{dd}$. Tops ($ud$) and valleys ($du$) carry no average current by symmetry. Each remaining terrace contributes $\pm FSB/[2(S+B)]$. Because $m=(N_u-N_d)/(NS)$,

$$J=mS\,\frac{FSB}{2(S+B)}=Am,\qquad A=\frac{FS^2B}{2(S+B)}>0,\qquad |m|\le\frac1S .$$

The order of the step signs does not matter; equal spacing does. At $|m|=1/S$ all steps have one sign and the expression joins the staircase result. Within this model the current therefore rises up to slope $1/S$ and falls beyond it.

A small bump then receives atoms from both flanks. Material moves toward its top, the flanks steepen, and the current grows with them. This feedback starts a mound.

## Contribution 5: smoothing and a length scale

The rate $Aq^2$ alone would favour ever shorter wavelengths. A smoothing current $K\,\partial^2m/\partial X^2$ supplies the cutoff:

$$\sigma=Aq^2-Kq^4 .$$

Growth requires $q^2<A/K$. Setting $d\sigma/d(q^2)=A-2Kq^2=0$ gives $q^2=A/(2K)$ and the largest rate $A^2/(4K)$.

Two scale estimates are needed. Suppose that two adatoms form a stable island. Between islands a distance $S$ apart, $n\sim FS^2/D$. Nucleation at rate $Dn^2$ per site during one layer time $1/F$ produces about $FS^4/D$ islands per site. Equating this to $1/S^2$ gives $S\sim(D/F)^{1/6}$, here 36 sites or 9 nm. This is a two-dimensional island spacing, used below as the step spacing of a one-dimensional profile. A line across an island meets two steps, so the step spacing may be about half as large; the estimate also has an unknown factor of order one.

Since $K/F$ has the dimension of length to the fourth power, take $K\sim FS^4$, assuming that $S$ sets the smoothing scale. Then

$$\frac{F}{\sigma_{\max}}=\frac{4FK}{A^2}\sim16\left(1+\frac SB\right)^2=16\left(1+\frac{36.3}{46.85}\right)^2\approx50$$

layers are needed for one e-folding of the amplitude, about 10 nm of film. With this $K$, the shortest growing wavelength is about 110 nm and the fastest about 150 nm. If the true $K$ is larger by a factor $c$ at fixed $A$, wavelengths grow by $\sqrt c$ and the e-folding thickness by $c$. These figures show how $A$ and $K$ together set a scale; they do not predict the first mound size. Here $B$ is comparable to $S$, the range where nucleation on top of islands begins to matter. An atom on a round island of radius $R$ stays for $(R^2/8+RB/2)/D$, about $2\times10^{-5}$ s at half coverage, while atoms arrive about 0.15 s apart. Whether mounds start on single islands, at a much shorter spacing, therefore depends strongly on the uncertain island size.

Numerical integration of the height equation at the fastest wavelength gives 0.0199 per layer, in agreement with $1/50$. This confirms the growth law for the chosen $A$ and $K$; it does not confirm the estimate of $K$.

## Contribution 6: downward funnelling

The current derived so far stays uphill at every finite slope of the continuum staircase, so by itself it selects no final slope. Smoothing can balance it on a mound of fixed width, but the slope then depends on that width. Funnelling can select a slope that does not: an atom that lands on the edge column slips down before it settles.

Without funnelling, such an atom starts at $L-1$ and has mean downhill displacement

$$L\,\frac{L-1}{L+B}-(L-1)=-\frac{(L-1)B}{L+B}.$$

With funnelling the displacement is $+1$. A fraction $1/L$ of the atoms is affected, so the downhill change per deposited atom is

$$\frac1L\left[1+\frac{(L-1)B}{L+B}\right]=\frac{L+LB}{L(L+B)}=\frac{1+B}{L+B}.$$

In the example this is $47.85/66.85=0.72$ site. It lowers the lattice current from 6.66 to 5.94 sites, or by 11%. On narrow terraces it wins. The total vanishes when $(L-1)B/2=1+B$, hence

$$L=3+\frac2B .$$

This is 3.04 sites or 0.76 nm, and the slope angle is $\arctan(0.20/0.76)\approx15^\circ$. Whole-site terraces bracket the zero: the current is downhill for $L=3$ and uphill for $L=4$. The angle holds for equal terraces and a funnelling strip one site wide; a wider strip lowers it, to about 9° for two sites. Unequal widths raise it. For $B\gg L$ a terrace contributes $LJ/F\approx L(L-3)/2$ in total, so the current vanishes when $\langle L^2\rangle=3\langle L\rangle$; a width variance of 2 sites² moves the mean width to 2 sites and the angle to about 22°.

## Weighing the model against nucleation and noise

A Monte Carlo simulation lets atoms land at random, nucleate and make steps of either sign. It uses a hop rate per direction of 500 times the flux per site and a descent factor of 0.02, so $B=49$ sites. Averages over six runs of three layers give these uphill displacements per atom:

| Initial slope (layers/site) | $J/F$ (sites) |
|---|---|
| 0 | 0.07 ± 0.04 |
| 0.05 | 0.41 ± 0.10 |
| 0.10 | 0.52 ± 0.07 |
| 1.00 | 0.31 ± 0.01 |

The uncertainties are standard errors. The current rises from near zero and is lower again at the steepest slope. The difference between slopes 0.05 and 0.10 is not resolved.

The magnitudes do not follow the regular staircase. For $L=10$ its lattice formula gives $9\times49/(2\times59)=3.7$ sites, seven times the simulated value. A likely reason, not isolated here, is that nucleation breaks up the terraces at this low ratio of hopping to flux. At slope 1 the regular formula gives zero, while the simulation gives 0.31; random deposition can make the terrace widths unequal, which the formula excludes.

Without a barrier, every hop of a mobile atom in this simulation is equally likely in both directions. The expected current is therefore zero even with nucleation. Six runs at slope 0.10 give 0.08 ± 0.04, two standard errors from zero and far below the value with a barrier.

From a flat start, one run of 30 layers reaches a height variance of 12.8 layers² with the barrier and 1.6 layers² without it, all other settings being equal. The barrier thus raises the roughness well above the level reached with free descent, though not to the variance of 30 layers² that random deposition without any hopping gives. Single runs scatter, and the variance alone does not separate the slope instability from the plain loss of transport between layers.

## Setting beside real growth

The parameters are meant as orders of magnitude for the growth of a metal on itself near room temperature; they describe no particular metal. Nucleation on the 5 nm terraces is weak in this regime. The peak coverage is $F(PL)^2/(2D)=6.3\times10^{-8}$, and using it everywhere with a capture factor of one gives about 0.004 nuclei per $L\times L$ area per layer. The staircase formula is therefore much better justified here than in the Monte Carlo setting.

One assumption that a real film may violate is a single barrier along a straight edge. Real edges have kinks, where the crossing energy can differ. If the effective barrier were 0.05 eV instead of 0.10 eV, $J/F$ would fall from 1.75 to 0.57 nm, a factor of three. This outweighs the 11% funnelling correction and the 5% lattice correction. A prediction of mound size needs the effective edge barrier and the step spacing, which both enter $A$, and a smoothing coefficient $K$ better founded than the dimensional estimate. The numerical output lists the values used here.

## Calculated quantities

```
Site spacing 0.25 nm, layer height 0.20 nm
Temperature 300 K, kT = 0.02585 eV
Step barrier 0.10 eV, diffusion barrier 0.30 eV
Attempt rate 1e+13 1/s, flux 0.01 layers/s
Terrace width 20 sites = 5.00 nm
Descent factor exp(-E/kT) = 0.02090
Barrier length B = 46.85 sites = 11.71 nm
Diffusion coefficient D = 2.281e+07 sites^2/s
Fraction to ascending step, continuum: 0.8504
Fraction to descending step, continuum: 0.1496
Fraction to descending step, lattice: 0.1421
Density maximum at x = 4.252 nm from ascending step
Uphill J/F, continuum: 7.008 sites = 1.752 nm
Uphill J/F, lattice: 6.658 sites
Uphill J, continuum: 0.01752 nm layers/s
  E = 0.00 eV: J/F = 0.000 nm
  E = 0.05 eV: J/F = 0.571 nm
  E = 0.10 eV: J/F = 1.752 nm
  E = 0.20 eV: J/F = 2.478 nm
Vicinal dJ/dm / F = -98.24 sites^2
Width modulation, 40 terraces: rate -0.006047 per layer
  same rate from dJ/dm: -0.006060 per layer
Nucleation spacing S (rough) = 36.3 sites = 9.07 nm
Flat-surface A/F = 371.0 sites^2
Shortest unstable wavelength (rough) = 107 nm
Fastest wavelength (rough) = 152 nm
Layers per e-folding (rough) = 50
Thickness per e-folding (rough) = 10.1 nm
Integrated growth rate at fastest wavelength: 0.01985 per layer
Monte Carlo: 200 columns, hop/flux 500, descent factor 0.02, 6 runs of 3 layers
  slope 0.00: uphill J/F = 0.07 +- 0.04 sites
  slope 0.05: uphill J/F = 0.41 +- 0.10 sites
  slope 0.10: uphill J/F = 0.52 +- 0.07 sites
  slope 1.00: uphill J/F = 0.31 +- 0.01 sites
  slope 0.10, no barrier: 0.08 +- 0.04 sites
Height variance, 30 layers, barrier: 12.78 layers^2
Height variance, 30 layers, no barrier: 1.60 layers^2
Peak adatom coverage: 6.34e-08 per site
Nuclei per L x L area per layer (rough): 3.7e-03
Step motion during diffusion, F L^2/D: 1.8e-07
Uphill J/F with funnelling at edge: 5.942 sites
  reduction by funnelling: 10.8 percent
Zero-current terrace: 3.043 sites = 0.761 nm
Slope angle at zero current: 14.7 degrees
```
